\section*{Residual resistivity from resonant s-wave impurities in a monovalent metal}

\section*{Question}

I am working on solute scattering in interconnect metals and am stuck on this exercise:

\begin{quote}
A monovalent free-electron metal has $k_F=1.36$ \AA$^{-1}$. Show that impurities with only an s-wave phase shift of $\pi/2$ add about 3.8 $\mu\Omega\,$cm per atomic percent.
\end{quote}

I know $\rho=m/(ne^2\tau)$ and suspect that $1/\tau$ is impurity density times velocity times a cross-section. Three things stop me. No effective mass is given. I do not see why the cross-section in $1/\tau$ should be the one from scattering theory, since forward scattering hardly degrades a current. And I cannot tell whether 3.8 is meant to describe an actual solute in copper, or what a phase shift of $\pi/2$ says about the impurity.

\section*{Answer}

The mass cancels, the correct cross-section carries a weight $1-\cos\gamma$, and the number belongs to a model impurity that real solutes need not resemble.

\subsection*{Assumptions and electron density}

Take a spherical Fermi surface, $k_BT\ll E_F$, and a small atomic fraction $c$ of substitutional impurities at random sites. They scatter elastically, without spin flip, and independently of one another. The last condition needs $k_F\lambda\gg1$, where $\lambda$ is the mean free path. I use SI units, and the electron charge is $-e$.

Each allowed wavevector occupies a volume $(2\pi)^3/V$ and holds two spins, so
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.
\end{equation}
One electron per atom makes $n$ the atomic density too, so the impurity density is $n_i=cn$.

\subsection*{Which cross-section enters the resistivity}

Apply a field $E$ along $z$, and let $\theta$ be the angle between $\mathbf k$ and $z$. To first order in $E$, the drift term of the Boltzmann equation is
\begin{equation}
-\frac{eE}{\hbar}\frac{\partial f_0}{\partial k_z}=-eEv\cos\theta\,f_0'(\varepsilon),
\end{equation}
because $\partial\varepsilon/\partial k_z=\hbar v\cos\theta$. In the steady state it equals the net rate of scattering into $\mathbf k$. The Pauli factors drop out of that rate, since $f'(1-f)-f(1-f')=f'-f$, where $f'$ here is the occupation of the other state $\mathbf k'$.

Write $f=f_0+(-f_0')\,\phi$, with $\phi$ a function of direction. Elastic scattering keeps $\varepsilon$ fixed, so the factor $-f_0'$ cancels:
\begin{equation}
eEv\cos\theta=n_iv\int d\Omega'\,\frac{d\sigma}{d\Omega}(\gamma)\,\bigl[\phi(\theta')-\phi(\theta)\bigr],
\end{equation}
where $\gamma$ is the scattering angle. Try $\phi=A\cos\theta$. With $\varphi$ the azimuth of $\mathbf k'$ about $\mathbf k$,
\begin{equation}
\cos\theta'=\cos\theta\cos\gamma+\sin\theta\sin\gamma\cos\varphi .
\end{equation}
The last term integrates to zero over $\varphi$, which leaves
\begin{equation}
eEv\cos\theta=-n_ivA\,\sigma_{\rm tr}\cos\theta,\qquad
\sigma_{\rm tr}=\int(1-\cos\gamma)\,\frac{d\sigma}{d\Omega}\,d\Omega .
\end{equation}
The trial form therefore works, with $A=-eEv\tau$ and $1/\tau=n_iv\sigma_{\rm tr}$. The factor $1-\cos\gamma$ removes forward scattering, as you expected it should.

For the current, use the density of states for both spins, $g=mk_F/(\pi^2\hbar^2)$, and the angular average $\langle\cos^2\theta\rangle=1/3$:
\begin{equation}
J=-e\,g\,v_F\,\frac{A}{3}=\frac{e^2g v_F^2\tau}{3}\,E
=\frac{e^2\tau}{3}\,\frac{mk_F}{\pi^2\hbar^2}\,\frac{\hbar^2k_F^2}{m^2}\,E
=\frac{ne^2\tau}{m}\,E .
\end{equation}
Hence
\begin{equation}
\Delta\rho=\frac{m}{ne^2}\,n_iv_F\sigma_{\rm tr}
=\frac{n_i}{n}\,\frac{\hbar k_F\sigma_{\rm tr}}{e^2}
=\frac{c\,\hbar k_F\sigma_{\rm tr}}{e^2}.
\label{rho}
\end{equation}
The mass has gone because $mv_F=\hbar k_F$. At fixed $k_F$ and fixed phase shifts, a heavier electron responds less to the field but also meets impurities less often.

\subsection*{The cross-section from phase shifts}

The scattering amplitude is
\begin{equation}
F(\gamma)=\frac1k\sum_l(2l+1)a_lP_l(\cos\gamma),\qquad
a_l=e^{i\delta_l}\sin\delta_l=\frac{e^{2i\delta_l}-1}{2i},
\end{equation}
with $d\sigma/d\Omega=|F|^2$. Orthogonality, $\int_{-1}^1P_lP_{l'}\,dx=2\delta_{ll'}/(2l+1)$, gives the total cross-section:
\begin{equation}
\int|F|^2d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)|a_l|^2
=\frac{4\pi}{k^2}\sum_l(l+1)\bigl(|a_l|^2+|a_{l+1}|^2\bigr).
\end{equation}
The second form splits $2l+1$ into $(l+1)+l$ and renames $l\to l+1$ in the second part.

For the part weighted with $x=\cos\gamma$, the recurrence $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$ shows that only neighbouring waves couple:
\begin{equation}
\int_{-1}^1xP_lP_{l+1}\,dx=\frac{2(l+1)}{(2l+1)(2l+3)} .
\end{equation}
The prefactors $(2l+1)(2l+3)$ cancel the denominator. The two orderings of each pair add to $2\,{\rm Re}(a_la_{l+1}^*)$, and the azimuth gives $2\pi$:
\begin{equation}
\int\cos\gamma\,|F|^2d\Omega=\frac{4\pi}{k^2}\sum_l(l+1)\,2\,{\rm Re}(a_la_{l+1}^*).
\end{equation}
Subtracting completes a square:
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\,|a_l-a_{l+1}|^2
=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}),
\label{sigma}
\end{equation}
because $|a_l-a_{l+1}|=\tfrac12|e^{2i\delta_l}-e^{2i\delta_{l+1}}|=|\sin(\delta_l-\delta_{l+1})|$.

\subsection*{The s-wave result}

With $\delta_0$ alone, only the $l=0$ term survives. Scattering is then isotropic, and the transport and total cross-sections coincide. Equation (\ref{rho}) becomes
\begin{equation}
\Delta\rho=\frac{4\pi\hbar c}{e^2k_F}\sin^2\delta_0
\;\;\longrightarrow\;\;
\frac{4\pi\hbar c}{e^2k_F}\quad\text{for }\delta_0=\frac{\pi}{2}.
\end{equation}
With $\hbar/e^2=4108.2\ \Omega$ and $c=0.01$,
\begin{equation}
\Delta\rho=\frac{4\pi(4108.2\ \Omega)(0.01)}{1.36\times10^{10}\ {\rm m}^{-1}}
=3.80\times10^{-8}\ \Omega\,{\rm m}=3.80\ \mu\Omega\,{\rm cm}.
\end{equation}
This is the required value. As a test of the transport step, the Boltzmann equation was also solved as a matrix problem on the Fermi sphere, without assuming $\phi\propto\cos\theta$. It gives 3.796 $\mu\Omega\,$cm for the free-electron mass and the same for a mass 1.5 times larger.

Two limits help in reading the formula. A weak s-wave scatterer gives $\Delta\rho\propto\delta_0^2$, so phase shifts of equal size and opposite sign add the same resistivity. Equal and opposite potentials do so only to lowest order in their strength. At $\delta_0=\pi/2$ the s wave alone can do no more, but this is no ceiling for impurities in general. A lone $\delta_1=\pi/2$ contributes $1+2=3$ to the sum in (\ref{sigma}), and so three times the resistivity.

\subsection*{What a phase shift of $\pi/2$ says about the impurity}

Put the impurity at the centre of a large sphere of radius $R$. Outside the potential, the radial function varies as $\sin(kR-l\pi/2+\delta_l)$. Its vanishing at the wall requires
\begin{equation}
kR-\frac{l\pi}{2}+\delta_l(k)=N\pi .
\end{equation}
Let $\delta_l$ grow continuously from zero as the potential is switched on. The smoothed number of levels below $k_F$ then rises by $\delta_l(k_F)/\pi$ in each channel. With two spins and $2l+1$ orientations, the number of displaced electrons is
\begin{equation}
Z=\frac{2}{\pi}\sum_l(2l+1)\,\delta_l(k_F),
\end{equation}
which is the Friedel sum. A lone $\delta_0=\pi/2$ gives $Z=1$. That is the screening charge needed by a solute with one more valence electron than the host.

The converse fails: $Z=1$ does not imply $\delta_0=\pi/2$. Suppose s and p waves share the charge, so that $\delta_0=\pi/2-3\delta_1$. Then
\begin{equation}
\frac{k_F^2\sigma_{\rm tr}}{4\pi}=\sin^2\!\Bigl(\frac{\pi}{2}-4\delta_1\Bigr)+2\sin^2\delta_1
=\cos^2(4\delta_1)+2\sin^2\delta_1 .
\end{equation}
At $\delta_1=\pi/8$ the first term vanishes and the second is $1-1/\sqrt2\approx0.29$. The same screening charge now gives only about 1.1 $\mu\Omega\,$cm per atomic percent.

A less arbitrary case is the screened Coulomb attraction $-(e^2/4\pi\varepsilon_0)\,e^{-qr}/r$, with $q$ chosen so that $Z=1$. Integrating the radial equation for $l=0$ to 7 gives $q=2.19$ \AA$^{-1}$ and
\begin{equation}
\delta_0=1.095,\quad \delta_1=0.116,\quad \delta_2=0.019,\quad\delta_3=0.004 .
\end{equation}
Counting the radial levels of this potential in a sphere of radius 80 bohr gives 0.9999 displaced electrons, against 1.0000 from the phase shifts, which tests the Friedel sum. The small shortfall comes from the radial grid step of 0.02 bohr (the count is 0.9995 at 0.04 bohr and 0.99995 at 0.01 bohr). The count includes one weakly bound s level of this potential. The terms of (\ref{sigma}) are
\begin{equation}
\sin^2(0.979)+2\sin^2(0.097)+3\sin^2(0.015)\approx0.689+0.019+0.001=0.71,
\end{equation}
so $\Delta\rho=2.69\ \mu\Omega\,$cm at 1 at.\%. The drop has two sources. The smaller $\delta_0$ alone would give $\sin^2\delta_0=0.79$. Interference with the p wave then tilts scattering forward and lowers the first term to 0.69.

\subsection*{Numbers for a copper-like line}

For 1 at.\% of the s-only impurities,
\begin{align}
n&=\frac{(1.36\ \text{\AA}^{-1})^3}{3\pi^2}=8.50\times10^{22}\ {\rm cm}^{-3},
& n_i&=8.50\times10^{20}\ {\rm cm}^{-3},\\
\sigma_{\rm tr}&=\frac{4\pi}{(1.36\ \text{\AA}^{-1})^2}=6.79\ \text{\AA}^2,
& \lambda&=\frac{1}{n_i\sigma_{\rm tr}}=17.3\ {\rm nm}.
\end{align}
With the free-electron mass, $v_F=1.57\times10^8$ cm/s and $\tau=\lambda/v_F=11.0$ fs. Take a rough room-temperature host resistivity of 1.7 $\mu\Omega\,$cm and add scattering rates (Matthiessen's rule). The total is $1.7+3.80=5.50\ \mu\Omega\,$cm, so in this model one percent of solute more than triples the resistivity.

Several omissions are small here:
\begin{itemize}
\item Multiple scattering enters on the scale $1/(k_F\lambda)=1/236=0.42\%$. This is an order of magnitude, not a computed correction.
\item With $\delta_0$ held at $\pi/2$, thermal smearing at 300 K changes $\Delta\rho$ by $-0.002\%$.
\item If the extra solute electrons joined the Fermi sea instead of staying in the screening clouds, $n$ would become $n(1+c)$. At fixed $n_i$ and $\delta_0$, $\Delta\rho\propto n_i/(nk_F)\propto(1+c)^{-4/3}$, a change of $-1.3\%$.
\end{itemize}

Surfaces add resistivity of their own. For a film of thickness $d$ with fully diffuse surfaces, consider an electron at depth $sd$ from the surface it last left, moving at an angle to the film normal whose cosine has magnitude $\mu$. It has recovered a fraction $1-e^{-sd/(\lambda\mu)}$ of its bulk drift. Averaging over $0<s<1$, with the normalised in-plane current weight $\tfrac32(1-\mu^2)$, gives
\begin{equation}
\frac{\rho}{\rho_{\rm film}}=\frac32\int_0^1(1-\mu^2)\left[1-\frac{\lambda\mu}{d}\left(1-e^{-d/(\lambda\mu)}\right)\right]d\mu ,
\end{equation}
where $\lambda=\hbar k_F/(ne^2\rho)$ now includes all bulk scattering. For $d=100$ nm, the host alone has $\lambda=38.7$ nm and $\rho_{\rm film}=1.98\ \mu\Omega\,$cm. With impurities the film has 5.75 $\mu\Omega\,$cm. The increment is 3.77 $\mu\Omega\,$cm, 0.7\% below the bulk increment.

The near-equality follows from the thick-film limit. Dropping the exponential and using $\int_0^1\mu(1-\mu^2)\,d\mu=1/4$ gives $\rho_{\rm film}\approx\rho+3\rho\lambda/(8d)$. The product $\rho\lambda=\hbar k_F/(ne^2)$ does not depend on impurity content, so the surface term cancels from the difference at this order. The cancellation needs $d$ large compared with $\lambda$. For thinner films the same formula gives an increment of 4.00 $\mu\Omega\,$cm at $d=10$ nm and 4.57 $\mu\Omega\,$cm at $d=5$ nm, 5\% and 20\% above the bulk increment.

\subsection*{How this compares with solutes in copper}

The value $k_F=1.36$ \AA$^{-1}$ is a fair free-electron value for copper, but 3.8 $\mu\Omega\,$cm per atomic percent should not be used for an arbitrary solute. Zinc has one more valence electron than copper, yet its measured effect is roughly 0.3 $\mu\Omega\,$cm per atomic percent, less than a tenth of the s-only value. The screened Coulomb model is also far too high for it. The comparison alone does not show which assumption is to blame. If the free-electron formula and $Z=1$ are both kept, however, a lone s wave is excluded, because it would have to give 3.8 $\mu\Omega\,$cm per atomic percent. My conjecture is that zinc's phase shifts are spread more evenly over $l$, which makes the differences in (\ref{sigma}) small. Within the free-electron formula this requires waves beyond p. At $Z=1$, s and p waves alone cannot give less than 1.0 $\mu\Omega\,$cm per atomic percent. With d waves added the minimum is 0.26 $\mu\Omega\,$cm, reached when the d wave carries about 0.4 of the screening charge. The models above also omit self-consistent screening, the d bands of copper and lattice distortion around the solute, and none of them includes grain boundaries. For a particular alloy, use a measured solute resistivity or phase shifts computed for that solute in that host. The numerical output below lists the main computed values.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS
Fermi wavenumber: 1.36 1/angstrom
impurity content: 1.0 at.%
temperature: 300 K
host resistivity (rough): 1.7 microohm cm
film thickness: 100 nm
MAIN RESULT
hbar/e^2: 4108.2 ohm
electron density: 8.496e+22 1/cm^3
counted density / formula: 1.0004
impurity density: 8.496e+20 1/cm^3
Fermi velocity: 1.574e+08 cm/s
Fermi energy: 7.05 eV
s-only transport cross-section: 6.794 angstrom^2
impurity mean free path: 17.32 nm
impurity scattering time: 11.00 fs
added resistivity, formula: 3.796 microohm cm
added resistivity, Boltzmann matrix: 3.796 microohm cm
same with mass 1.5 m_e: 3.796 microohm cm
per atomic percent: 3.796 microohm cm/at.%
host plus impurities: 5.50 microohm cm
SCREENED COULOMB IMPURITY WITH Z = 1
screening constant: 2.190 1/angstrom
phase shift l=0: 1.0950 rad
phase shift l=1: 0.1156 rad
phase shift l=2: 0.0190 rad
phase shift l=3: 0.0036 rad
Friedel sum from phase shifts: 1.0000 electrons
displaced charge from box levels: 0.9999 electrons
added resistivity at this content: 2.689 microohm cm
ratio to s-only value: 0.709
OTHER NEGLECTED EFFECTS
kF times impurity mean free path: 235.6
multiple-scattering scale 1/(kF path): 0.42 %
thermal change of added resistivity: -0.0022 %
change if solute electrons join the sea: -1.32 %
host mean free path: 38.7 nm
film resistivity without impurities: 1.983 microohm cm
film resistivity with impurities: 5.754 microohm cm
impurity increment in film: 3.771 microohm cm
film increment / bulk increment: 0.9934
\end{verbatim}
